**Single-electron voltage, read noise and full well of a sense node**

The program tests how the sense-node capacitance C sets the read noise σ = C·v_n/q and the full well C·ΔV/q, where q is the elementary charge, v_n the amplifier noise at the node after correlated double sampling, and ΔV the usable swing. A simulated pixel with reset noise and two samples per exposure is asserted to reproduce the Gaussian-tail misreading rates, the single-electron voltage, the full well and the dynamic range. Further assertions cover the strength of the integer pattern, the merging of two equal peaks near σ = 1/2, the largest capacitance for 1% misreading, and the best gate size under flicker noise. With v_n = 80 µV, reducing C from 1.60 to 0.32 fF lowers the read noise from 0.799 to 0.160 electrons and the misreading probability for one or more electrons from 53.1% to 0.175%. The full well falls from 9986 to 1997 electrons, while the dynamic range stays at 81.9 dB. If the amplifier gate is shrunk in the same proportion, the flicker model gives 0.357 electrons and 16.2% misreading at the same 0.32 fF. The output also sizes reset noise, dark electrons, quantum efficiency, digitization and gain error for the small node.

## Numerical check

```python
"""
Result under test: with fixed amplifier noise v_n (rms volts at the sense node,
after correlated double sampling, CDS), a node of capacitance C has
  single-electron voltage q/C,  read noise sigma = C*v_n/q electrons,
  misreading probability 2*Q(1/(2*sigma)) for n >= 1 electrons,
  full well C*swing/q,  dynamic range swing/v_n (independent of C).
Lowering C can therefore resolve electron number, at the cost of full well.
Q is the upper tail of the unit Gaussian. SI units inside; prints are labelled.
"""
import numpy as np
from scipy.constants import e as q, k as k_B
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm, poisson

rng = np.random.default_rng(12345)
fF, uV = 1e-15, 1e-6

# Rough typical values for a CMOS pixel with a pinned photodiode
v_n, swing, temperature = 80 * uV, 1.0, 300.0
C_large, C_small, C_gate = 1.6 * fF, 0.32 * fF, 0.16 * fF
mean_light = 2.0            # mean photoelectrons per exposure
ratio = C_large / C_small


def read_noise(C, noise=v_n):
    return C * noise / q


def misread(sigma):
    return 2 * norm.sf(0.5 / sigma)


def full_well(C):
    return C * swing / q


def pixel_voltage(electrons, C, noise=v_n):
    """Simulated pixel: random reset level, two noisy samples, difference."""
    size = len(electrons)
    reset = rng.normal(0, np.sqrt(k_B * temperature / C), size)
    drop = np.minimum(electrons * q / C, swing)
    first = reset + rng.normal(0, noise / np.sqrt(2), size)
    second = reset - drop + rng.normal(0, noise / np.sqrt(2), size)
    return first - second


def density(x, sigma, mean):
    n = np.arange(0, 45)
    return (poisson.pmf(n, mean) * norm.pdf(x[:, None], n, sigma)).sum(axis=1)


def count_maxima(y):
    return int(np.sum((y[1:-1] > y[:-2]) & (y[1:-1] > y[2:])))


def check_rate(observed, expected, size):
    """Agreement within five binomial standard deviations."""
    assert abs(observed - expected) < 5 * np.sqrt(expected * (1 - expected) / size)


# Simulated counting, including reset noise, against the Gaussian-tail formula
samples = 1_000_000
simulated_error = {}
noise_shrunk = v_n * np.sqrt(ratio)     # gate area reduced by the same ratio
for name, C, noise in (("large", C_large, v_n), ("small", C_small, v_n),
                       ("shrunk", C_small, noise_shrunk)):
    n_true = rng.poisson(mean_light, samples)
    n_read = np.maximum(np.rint(pixel_voltage(n_true, C, noise) * C / q), 0)
    simulated_error[name] = np.mean(n_read != n_true)
    p = misread(read_noise(C, noise))
    # zero electrons can only be misread upwards
    check_rate(simulated_error[name], p * (1 - np.exp(-mean_light) / 2), samples)

# Gain, dynamic range and signal-to-noise ratio from pixel statistics alone
snr_sim = {}
for C in (C_large, C_small):
    size = 300_000
    dark = pixel_voltage(np.zeros(size), C)
    bright = pixel_voltage(rng.poisson(0.8 * full_well(C), size), C)
    saturated = pixel_voltage(np.full(size, 3 * full_well(C)), C)
    gain = (bright.var() - dark.var()) / bright.mean()
    assert abs(gain / (q / C) - 1) < 0.015           # sampling error of variance
    assert abs(saturated.mean() / gain / full_well(C) - 1) < 0.015
    assert abs(saturated.mean() / dark.std() / (swing / v_n) - 1) < 0.01
    snr_sim[C] = bright.mean() / bright.std()
assert abs(snr_sim[C_large] / snr_sim[C_small] / np.sqrt(ratio) - 1) < 0.01

# Integer pattern: Fourier component of the distribution at one cycle per electron
x = np.arange(-8, 50, 0.01)
for C in (C_large, C_small):
    s = read_noise(C)
    for mean in (2.0, 7.0):
        component = abs(np.sum(density(x, s, mean) * np.exp(2j * np.pi * x)) * 0.01)
        assert abs(component / np.exp(-2 * np.pi**2 * s**2) - 1) < 1e-5

# Two equal neighbouring peaks merge when sigma reaches one half
x_pair = np.linspace(-2, 3, 5001)
pair = {s: count_maxima(norm.pdf(x_pair, 0, s) + norm.pdf(x_pair, 1, s))
        for s in (0.49, 0.51)}
assert pair[0.49] == 2 and pair[0.51] == 1
x_hist = np.linspace(-1, 6.5, 7501)
maxima = {C: count_maxima(density(x_hist, read_noise(C), mean_light))
          for C in (C_large, C_small)}
assert maxima[C_large] == 1 and maxima[C_small] == 7

# Largest capacitance for an allowed misreading probability
allowed = 0.01
z = norm.isf(allowed / 2)
C_max = q / (2 * z * v_n)


def integrated_error(C_in_fF):
    edge = 0.5 * q / (C_in_fF * fF) / v_n
    tail = quad(lambda u: np.exp(-u * u / 2) / np.sqrt(2 * np.pi), edge, np.inf)[0]
    return 2 * tail


C_root = brentq(lambda c: integrated_error(c) - allowed, 0.1, 2.0) * fF
assert abs(C_root / C_max - 1) < 1e-6
assert abs(full_well(C_root) / (swing / (2 * z * v_n)) - 1) < 1e-6

# Reset noise: integrate the thermal noise of a resistor filtered by C
resistance = 1e4
integral = quad(lambda u: 1 / (1 + (2 * np.pi * u)**2), 0, np.inf)[0]
reset_variance = 4 * k_B * temperature * resistance * integral / (resistance * C_small)
reset_electrons = np.sqrt(k_B * temperature * C_small) / q
assert abs(np.sqrt(reset_variance) * C_small / q / reset_electrons - 1) < 1e-6

# Flicker noise: random filling of independent traps, number proportional to area
trap_voltage = [rng.binomial(int(20 * area), 0.5, 300_000).std() / area
                for area in (1.0, ratio)]
assert abs(trap_voltage[0] / trap_voltage[1] / np.sqrt(ratio) - 1) < 0.01
C_parasitic = C_small - C_gate
best = minimize_scalar(
    lambda g: read_noise(C_parasitic + g * fF, v_n * np.sqrt(C_gate / (g * fF))),
    bounds=(0.01, 2.0), method="bounded")
assert abs(best.x * fF / C_parasitic - 1) < 1e-3

# Effects left out of the simple model, sized for the small node
sigma_small = read_noise(C_small)
dark_rate, exposure = 1.0, 0.01         # electrons per second, seconds (rough)
dark_probability = -np.expm1(-dark_rate * exposure)
efficiency, photons = 0.8, 3            # rough quantum efficiency
all_detected = efficiency**photons
thinned = rng.binomial(photons, efficiency, samples)
check_rate(np.mean(thinned == photons), all_detected, samples)

bits = 14
step = swing / 2**bits
noise_adc = np.hypot(v_n, step / np.sqrt(12))
analog = rng.normal(0, v_n, samples) + rng.uniform(0, 100 * step, samples)
residual = np.rint(analog / step) * step - analog
assert abs(residual.std() / (step / np.sqrt(12)) - 1) < 0.01
sigma_adc = read_noise(C_small, noise_adc)

gain_error, n_test = 0.01, 20
shift = gain_error * n_test
error_gain = (norm.sf((0.5 - shift) / sigma_small)
              + norm.sf((0.5 + shift) / sigma_small))
v_gain = pixel_voltage(np.full(samples, n_test * (1 + gain_error)), C_small)
check_rate(np.mean(np.rint(v_gain * C_small / q) != n_test), error_gain, samples)

print(f"amplifier noise after CDS: {v_n/uV:.0f} uV rms")
print(f"usable node swing: {swing:.1f} V")
print(f"temperature: {temperature:.0f} K")
print(f"mean photoelectrons in histogram: {mean_light:.1f}")
print(f"effective gate part of C: {C_gate/fF:.2f} fF")
for name, C in (("large", C_large), ("small", C_small)):
    s = read_noise(C)
    print(f"--- {name} node: C = {C/fF:.2f} fF")
    print(f"parasitic part of C: {(C-C_gate)/fF:.2f} fF")
    print(f"single-electron voltage: {q/C/uV:.1f} uV")
    print(f"read noise: {s:.3f} electrons rms")
    print(f"integer-pattern strength: {np.exp(-2*np.pi**2*s*s):.3g}")
    print(f"histogram maxima from -1 to 6.5 electrons: {maxima[C]}")
    print(f"misreading probability, n>=1: {100*misread(s):.3g} %")
    print(f"simulated misreading, all n: {100*simulated_error[name]:.3g} %")
    print(f"full well: {full_well(C):.0f} electrons")
    print(f"peak signal-to-noise ratio: {np.sqrt(full_well(C)):.1f}")
print("--- comparison and design limit")
print(f"capacitance ratio: {ratio:.2f}")
print(f"square root of that ratio: {np.sqrt(ratio):.3f}")
print(f"dynamic range, both nodes: {swing/v_n:.0f}")
print(f"dynamic range, both nodes: {20*np.log10(swing/v_n):.1f} dB")
print(f"allowed misreading: {100*allowed:.1f} %, z = {z:.3f}")
print(f"largest read noise allowed: {1/(2*z):.3f} electrons rms")
print(f"largest C allowed: {C_max/fF:.3f} fF")
print(f"full well at that C: {full_well(C_max):.0f} electrons")
print("--- small node reached by shrinking the gate too")
s = read_noise(C_small, noise_shrunk)
print(f"gate part of C: {C_gate/ratio/fF:.3f} fF")
print(f"amplifier noise: {noise_shrunk/uV:.1f} uV rms")
print(f"read noise: {s:.3f} electrons rms")
print(f"misreading probability, n>=1: {100*misread(s):.1f} %")
print(f"dynamic range: {swing/noise_shrunk:.0f}")
print(f"best gate part for 0.16 fF parasitic: {best.x:.3f} fF")
print("--- neglected effects, small node")
print(f"reset noise without CDS: {reset_electrons:.2f} electrons rms")
print(f"dark rate {dark_rate:.0f} electron/s, exposure {1e3*exposure:.0f} ms")
print(f"chance of a dark electron: {100*dark_probability:.2f} %")
print(f"efficiency {efficiency:.1f}: all {photons} photons seen: {100*all_detected:.1f} %")
print(f"{bits}-bit step: {step/uV:.1f} uV")
print(f"read noise with {bits}-bit step: {sigma_adc:.3f} electrons rms")
print(f"misreading with {bits}-bit step: {100*misread(sigma_adc):.3g} %")
print(f"gain error {100*gain_error:.0f} %, misreading at n={n_test}: {100*error_gain:.2f} %")
print(f"n where that gain error shifts by 1/2: {0.5/gain_error:.0f}")
print("no test failed")
```

It prints:

```
amplifier noise after CDS: 80 uV rms
usable node swing: 1.0 V
temperature: 300 K
mean photoelectrons in histogram: 2.0
effective gate part of C: 0.16 fF
--- large node: C = 1.60 fF
parasitic part of C: 1.44 fF
single-electron voltage: 100.1 uV
read noise: 0.799 electrons rms
integer-pattern strength: 3.38e-06
histogram maxima from -1 to 6.5 electrons: 1
misreading probability, n>=1: 53.1 %
simulated misreading, all n: 49.6 %
full well: 9986 electrons
peak signal-to-noise ratio: 99.9
--- small node: C = 0.32 fF
parasitic part of C: 0.16 fF
single-electron voltage: 500.7 uV
read noise: 0.160 electrons rms
integer-pattern strength: 0.604
histogram maxima from -1 to 6.5 electrons: 7
misreading probability, n>=1: 0.175 %
simulated misreading, all n: 0.162 %
full well: 1997 electrons
peak signal-to-noise ratio: 44.7
--- comparison and design limit
capacitance ratio: 5.00
square root of that ratio: 2.236
dynamic range, both nodes: 12500
dynamic range, both nodes: 81.9 dB
allowed misreading: 1.0 %, z = 2.576
largest read noise allowed: 0.194 electrons rms
largest C allowed: 0.389 fF
full well at that C: 2426 electrons
--- small node reached by shrinking the gate too
gate part of C: 0.032 fF
amplifier noise: 178.9 uV rms
read noise: 0.357 electrons rms
misreading probability, n>=1: 16.2 %
dynamic range: 5590
best gate part for 0.16 fF parasitic: 0.160 fF
--- neglected effects, small node
reset noise without CDS: 7.19 electrons rms
dark rate 1 electron/s, exposure 10 ms
chance of a dark electron: 1.00 %
efficiency 0.8: all 3 photons seen: 51.2 %
14-bit step: 61.0 uV
read noise with 14-bit step: 0.164 electrons rms
misreading with 14-bit step: 0.224 %
gain error 1 %, misreading at n=20: 3.02 %
n where that gain error shifts by 1/2: 50
no test failed
```
